\section*{Why a Thin Insulator Can Improve a Metal–Semiconductor Contact}

\section{A barrier that ignores the metal}

A metal of low work function is deposited on n-type silicon to make a contact of low resistance. The barrier between the metal's Fermi level and the silicon conduction band should then be small, yet it can stay near 0.7~eV. Inserting half a nanometre of silicon nitride, an insulator, can lower the resistance; a thicker film raises it again. Why should an insulator help, and what sets the best thickness?

The bare barrier is held up by gap states. Metal wavefunctions do not stop at the interface: they leave decaying tails in the silicon at energies inside its band gap. Charge in these tails forms a dipole that drives the barrier towards a value set by the silicon. The insulator weakens the tails, but it also weakens the wavefunctions of the electrons that carry current. Both losses are exponential in thickness, with similar decay lengths. An optimum is possible because the barrier height itself stands in an exponent: removing a few tenths of an electronvolt can repay a large loss of transmission.

Let $t$ be the film thickness and $\phi$ the energy from the Fermi level up to the conduction-band edge at the silicon surface, at zero bias. Complete pinning would give $\phi_p$; without gap states the barrier would be $\phi_f$, which includes any fixed dipole between metal and insulator. Their difference is
\[
\Delta=\phi_p-\phi_f .
\]
The interesting case is $\Delta>0$. I take $\phi_p=0.75$~eV and $\phi_f=0.30$~eV, so $\Delta=0.45$~eV.

\section{Two decays in the same film}

Let the insulator's conduction band lie $U$ above that of silicon, and let $m$ be the electron mass in the insulator. An electron at the silicon band edge obeys $-(\hbar^2/2m)\psi''+U\psi=0$ in the film. Its decaying solution is $e^{-\kappa x}$. A state at the pinning level lies deeper by $\phi_p$ and sees the barrier $U+\phi_p$. Hence
\begin{equation}
\kappa=\frac{\sqrt{2mU}}{\hbar},\qquad
\kappa'=\frac{\sqrt{2m(U+\phi_p)}}{\hbar}.
\end{equation}
Density goes as $|\psi|^2$. If $D_0$ is the number of gap states per area and energy at the bare contact, then
\begin{equation}
D(t)=D_0e^{-t/\lambda},\qquad \lambda=\frac1{2\kappa'} .
\end{equation}
This uses one decay constant for all gap states and omits a matching factor at the film's faces, which is restored below.

For $U=2$~eV and $m=0.30$ free-electron masses, $\kappa=3.97$~nm$^{-1}$, $\kappa'=4.65$~nm$^{-1}$ and $\lambda=0.107$~nm. A gap state only 0.32~eV below the silicon band edge has a decay constant smaller than $\kappa'$ by the factor $\sqrt{2.32/2.75}=0.92$, so the single constant is good to about 8\% over the energies that matter. Giving each gap state its own decay constant would move the optimum found below by only 0.015~nm, but raise its resistivity by a fifth.

\section{How the film releases the barrier}

Take the gap-state density as uniform in energy. The states are neutral when filled up to a level $\phi_p$ below the silicon band edge. The Fermi level is $\phi$ below that edge, hence $\phi_p-\phi$ above the neutral level. The excess number of electrons per area is therefore $D(\phi_p-\phi)$. Temperature does not alter this number, since the Fermi function removes as many electrons below the Fermi level as it adds above it.

These electrons make the silicon side negative, with an equal positive charge in the metal. Electron energy in the silicon is thereby raised. Describe the bare dipole by a vacuum-equivalent length $d$; the film, of relative permittivity $\varepsilon_i$, adds $t/\varepsilon_i$ in series. With $L=d+t/\varepsilon_i$ the barrier is
\begin{equation}
\phi=\phi_f+A(\phi_p-\phi),\qquad
A=\frac{e^2DL}{\varepsilon_0}. \label{balance}
\end{equation}
Donor charge is left out for now. Collecting $\phi$ gives $(1+A)\phi=\phi_f+A\phi_p$. Writing $\phi_f=\phi_p-\Delta$ on the right turns it into $(1+A)\phi_p-\Delta$, and division gives
\begin{equation}
\phi=\phi_p-S\Delta,\qquad S=\frac1{1+A}. \label{barrier}
\end{equation}
Since $d\phi/d\phi_f=S$ at fixed $\phi_p$, $S$ measures how far the barrier follows the metal: zero means pinned, one means free.

With $D_0=10^{14}$~eV$^{-1}$cm$^{-2}$ and $d=0.30$~nm, the bare value is $A=5.43$. Thus $S_0=1/6.43=0.156$ and $\phi=0.75-0.156\times0.45=0.68$~eV.

Thickening the film changes $A$ in two ways: $D$ falls, but the dipole grows longer. Differentiating $\ln A=\ln D+\ln L+\text{constant}$,
\begin{equation}
\frac1A\frac{dA}{dt}=-\frac1\lambda+\frac{1/\varepsilon_i}{d+t/\varepsilon_i}
=-\frac1\lambda+\frac1{t+\varepsilon_i d}\equiv-\frac1\ell .
\end{equation}
From $S=1/(1+A)$ we have $dS/dt=-S^2\,dA/dt=S^2A/\ell$. Since $A=(1-S)/S$,
\begin{equation}
\frac{dS}{dt}=\frac{S(1-S)}{\ell}. \label{logistic}
\end{equation}
Release is slow while pinning is strong, fastest at $S=1/2$, and slow again when little pinning is left. For $\varepsilon_i=7$ the length $\varepsilon_i d$ is 2.1~nm, far above $\lambda$, so the longer dipole is a small correction: $\ell=0.112$~nm at the optimum found below.

\section{What the film costs}

The contact resistivity $\rho$ is the inverse of the conductance per area at zero bias. Each transverse mode contributes $2e^2/h$, spin included, times its transmission $\mathcal T$ averaged over $-\partial f/\partial E$. For electrons well above the Fermi level this weight is $e^{-E/kT}/kT$. Write $E=\phi+E_\parallel+E_x$, with $E_\parallel$ the transverse and $E_x$ the normal kinetic energy. One silicon valley has $m_\parallel/(2\pi\hbar^2)$ transverse modes per area and energy, where $m_\parallel$ is the geometric mean of its two transverse masses. If $\mathcal T$ is constant over the thermal range,
\begin{align}
\frac1\rho&=\frac{2e^2}{h}\frac{m_\parallel}{2\pi\hbar^2}
\frac{\mathcal T e^{-\phi/kT}}{kT}
\int_0^\infty\! e^{-E_\parallel/kT}dE_\parallel
\int_0^\infty\! e^{-E_x/kT}dE_x \nonumber\\
&=\frac{eA^*T}{k}\,\mathcal T e^{-\phi/kT},\qquad
A^*=\frac{4\pi e m_\parallel k^2}{h^3}.
\end{align}
The two integrals give $(kT)^2$, one factor of which cancels. Valleys add, so $m_\parallel$ becomes a sum. On a (100) silicon surface, with masses 0.92 and 0.19, the sum is $2(0.19)+4\sqrt{0.92\times0.19}=2.05$ free-electron masses, which gives $A^*=247$~A\,cm$^{-2}$K$^{-2}$.

Keeping only the exponential part of the transmission, $\mathcal T=e^{-2\kappa t}$,
\begin{equation}
\rho(t)=\frac{k}{eA^*T}\exp\!\left[\frac{\phi(t)}{kT}+2\kappa t\right]. \label{rho}
\end{equation}

\section{Where the exchange stops paying}

Take the logarithm of (\ref{rho}) and use $d\phi/dt=-\Delta\,dS/dt$ with (\ref{logistic}):
\begin{equation}
\frac{d\ln\rho}{dt}=2\kappa-\frac{\Delta}{kT}\frac{S(1-S)}{\ell}. \label{slope}
\end{equation}
The first term is the transmission lost per unit thickness, the second the thermal supply gained. They balance when
\begin{equation}
S(1-S)=g,\qquad g=\frac{2\kappa\ell kT}{\Delta}.
\end{equation}
The quadratic $S^2-S+g=0$ has roots $S_\pm=(1\pm\sqrt{1-4g})/2$. As $t$ grows, $S$ rises. Treat the slowly varying $\ell$ as constant. On passing $S_-$, $S(1-S)$ rises through $g$ and the slope of $\ln\rho$ turns from positive to negative: a maximum. On passing $S_+$ the reverse happens: a minimum. The optimum is thus $S_*=S_+$.

The barrier still left at that point has a simple size. From (\ref{barrier}), $\phi-\phi_f=\Delta(1-S)$, and the balance gives $1-S_*=g/S_*$. Therefore
\begin{equation}
\phi_*-\phi_f=\frac{2\kappa\ell kT}{S_*}\approx kT\frac{\kappa}{\kappa'} . \label{residual}
\end{equation}
The last form sets $S_*\approx1$ and $\ell\approx\lambda=1/(2\kappa')$. The best film does not abolish pinning. It stops when the excess barrier is about $kT$, because the excess then shrinks too slowly to pay for more tunnelling. In the example (\ref{residual}) gives 24~meV, and its short form 22~meV.

The thickness follows from $A=(1-S)/S$. With $A_0(t)=e^2D_0L(t)/\varepsilon_0$, this reads $A_0e^{-t/\lambda}=(1-S)/S$, or
\begin{equation}
t_*=\lambda\ln\!\left[\frac{A_0(t_*)S_*}{1-S_*}\right]. \label{thickness}
\end{equation}
Since $A_0$ and $\ell$ depend weakly on $t$, the equation is solved by iteration. At 300~K, $kT=25.85$~meV and the solution has $g=0.051$, $S_*=0.946$ and $A_0=5.43\times(0.30+0.513/7)/0.30=6.76$. Then $t_*=0.1074\ln(6.76\times0.946/0.054)=0.51$~nm.

Equations (\ref{barrier}) and (\ref{rho}) give the full course:
\begin{center}
\begin{tabular}{cccc}
$t$ (nm)&$S$&$\phi$ (eV)&$\rho$ ($\Omega\,$cm$^2$)\\ \hline
0&0.156&0.680&309\\
0.20&0.520&0.516&2.67\\
0.40&0.865&0.361&0.032\\
0.51&0.946&0.324&0.019\\
0.80&0.996&0.302&0.079\\
1.00&0.999&0.300&0.36
\end{tabular}
\end{center}
Between the bare contact and the optimum, the lower barrier contributes $13.76$ to $-\ln\rho$ and tunnelling takes back $2\kappa t_*=4.07$. The net gain is $e^{9.69}\approx1.6\times10^4$. From 0.8 to 1.0~nm the barrier falls by just 2~meV while the transmission falls nearly fivefold.

Removing either side of the exchange removes the optimum. With $\kappa=0$ in (\ref{slope}), but the gap states still decaying, $\rho$ falls throughout. With $D$ held at $D_0$, a thicker film only lengthens the dipole, so $A$, the barrier and $\rho$ all rise.

\section{When there is no useful optimum}

The product $S(1-S)$ cannot exceed $1/4$. With $\ell$ treated as constant, an interior minimum therefore needs $g<1/4$, or
\begin{equation}
\Delta>8\kappa\ell kT .
\end{equation}
Taking $\ell$ where $S=1/2$, the threshold is 0.093~eV. The bare contact must also start below $S_+$; otherwise pinning is already too weak to be worth reducing.

A local minimum may still lie above the bare resistivity. The film pays if
\begin{equation}
\frac{\Delta(S_*-S_0)}{kT}>2\kappa t_* .
\end{equation}
Varying $\phi_f$ at fixed $\phi_p$, and finding numerically where the lowest resistivity with a film equals the bare one, puts break-even at $\Delta=0.108$~eV. Near this value even a useful film does harm at first. The bare contact has $S_0(1-S_0)=0.131$, so (\ref{slope}) starts downward only if $g<0.131$, which needs $\Delta$ above about 0.18~eV. Below that, a film that is too thin is worse than none.

If the metal's free barrier exceeds the pinned one, $\Delta$ is negative and both terms in (\ref{slope}) are positive. Pinning was then helping the contact, and any film of this kind raises its resistance.

A low tunnel barrier gives another limit. Since $\kappa/\kappa'=\sqrt{U/(U+\phi_p)}$, a small $U$ makes tunnelling cheap while the gap states still decay. The optimum moves to thicker films with less residual pinning. Equation (\ref{rho}) fails once $\kappa t$ is no longer large, because reflection at the interfaces or transport inside the film then sets the cost.

\section{Thickness and temperature}

Near the optimum $1-S\approx A$, and a thickness error $x=t-t_*$ multiplies $A$ by $e^{-x/\ell}$. The barrier term changes by $(\Delta A_*/kT)(e^{-x/\ell}-1)$, and the balance gives $\Delta A_*/kT\approx2\kappa\ell$. Adding the tunnelling term,
\begin{equation}
\ln\frac{\rho}{\rho_*}\approx2\kappa\left[x+\ell\left(e^{-x/\ell}-1\right)\right].
\end{equation}
The thin side is steeper: pinning returns exponentially, whereas excess tunnelling adds to $\ln\rho$ linearly. For films 0.1~nm too thin and too thick this formula gives factors of 1.63 and 1.31; the full model gives 1.48 and 1.29. The difference comes from setting $1-S\approx A$, which overstates the returning barrier.

Heating weakens the benefit of a lower barrier. Differentiating $S(1-S)=g$ gives $(1-2S)\,dS=dg$, so $d\ln[S/(1-S)]=dS/[S(1-S)]=-d\ln g/(2S-1)$. Since $S/(1-S)=1/A$, the left side is also $dt/\ell$. With the barriers held fixed and the small change of $\ell$ ignored, $g\propto T$ and
\begin{equation}
\frac{dt_*}{d\ln T}=-\frac{\ell}{2S_*-1}.
\end{equation}
From 300 to 400~K this predicts a shift of $-0.036$~nm; minimizing the model at 400~K gives $-0.037$~nm. The optimum is logarithmic in temperature and shifts by much less than an atomic layer.

\section{What the simple exponentials omit}

Wave matching supplies the missing prefactors. Join $\psi$ and $\psi'/m$ at both faces of a square barrier, taking a metal Fermi energy of 10~eV, a single normal mass of 0.92 for all of silicon's conduction electrons, and gap tails in silicon with mass 0.30 whose density decays over 0.30~nm. The film then leaves 1.26 times as many gap states as (2) predicts. By (\ref{thickness}) this adds about $\lambda\ln1.26=0.025$~nm. Thermal energy above the band edge and repeated reflection inside the film together lower the decay rate of the transmission slightly, from 7.94 to 7.80~nm$^{-1}$ between 0.5 and 0.7~nm. Numerical minimization with the matched gap states and transmission gives $t_*=0.54$~nm, $\rho_*=0.051~\Omega\,$cm$^2$ and a gain of $3.6\times10^4$. Matching thus moves the optimum by only 0.03~nm but multiplies its resistivity by 2.6. That factor is too large for a (100) surface, where only two of the six valleys have normal mass 0.92. Giving the other four their normal mass of 0.19 leaves the optimum at 0.54~nm and reduces the factor to 1.4, with $\rho_*=0.026~\Omega\,$cm$^2$. The absolute resistivity is less certain still, because any error in $\phi_f$ enters an exponent.

Image charges lower the tunnel barrier. For a film between two metals the lowering is least at the midplane. There the images lie at distances $t,2t,3t,\ldots$ on both sides with alternating signs, and their sum gives a lowering $e^2\ln2/(4\pi\varepsilon_0\varepsilon_\infty t)$. As a cautious trial I lower the whole barrier by $c/t$, with $c=1.15e^2\ln2/(8\pi\varepsilon_0\varepsilon_\infty)$, which is 0.575 of that midplane value. I take $\varepsilon_\infty=4$. Silicon screens less well than a metal, but the true lowering is probably still larger than this trial value. For $c/t\ll U$, expanding the square root gives
\begin{equation}
2t\,\frac{\sqrt{2m(U-c/t)}}{\hbar}\approx2\kappa t-\frac{\kappa c}{U}.
\end{equation}
The correction does not depend on thickness, so it changes the current far more than the slope. Gap states also leak more easily, however. Applying the lowering, 0.27~eV here, to both decays moves the simple optimum to 0.54~nm and multiplies its resistivity by 0.93.

Defects native to the silicon surface need not decay with film thickness as the metal's tails do. Suppose the film leaves them unchanged and they share the neutral level of the gap states. Adding $10^{12}$ such states per eV and cm$^2$, one hundredth of the bare gap-state density, then raises the minimum resistivity 2.7 times and moves it to 0.49~nm. With their neutral level at midgap, 0.56~eV below the band edge, the factor is 1.7. A small leftover density matters because $\Delta/kT$ magnifies its effect.

Donors do the opposite: their positive charge lowers the barrier. For $3\times10^{16}$~cm$^{-3}$, including the depletion charge in (\ref{balance}) lowers it by 13~meV at the old optimum. The minimum resistivity is multiplied by 0.60, and its position hardly moves. The resulting barrier, 0.31~eV, stays above the 0.18~eV from the Fermi level to the band edge in the bulk. This matters: if the surface barrier fell below the bulk value, lowering it further would no longer increase the supply of electrons. The image force in the silicon itself, with the film separating it from the metal, lowers the barrier top, about 2~nm inside the silicon, by about another 17~meV if the film's permittivity is taken as 7. Very close to the film the force is repulsive. With $\varepsilon_\infty=4$ this repulsive zone reaches about 0.4~nm, no separate barrier top forms, and the energy lies 13 to 17~meV low between 1 and 3~nm.

\section{Beside a real contact}

These parameters are rough values for a low-work-function metal on silicon with a nitride-like film. The bare barrier near 0.7~eV is realistic, but the doping is far below that of transistor source and drain contacts, so the calculated resistivity is no target for them. Tunnelling through the depletion layer is governed by $E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon_s)}$, with $N$ the doping, $m$ here the silicon mass and $\varepsilon_s$ its permittivity. For mass 0.19 it is $0.083\,kT$ in the example. As $E_{00}\propto\sqrt N$, it reaches $kT$ near $4\times10^{18}$~cm$^{-3}$. Electrons then pass through the barrier rather than over it, the bare contact conducts better, and (\ref{rho}) overstates the film's benefit.

A half-nanometre film is a few atomic layers thick and need not have a bulk band gap or permittivity. Nor is it uniform. If independent patches have a Gaussian thickness spread of 0.10~nm about $t_*$, averaging their conductances raises $\rho$ by a factor of 1.28. Patches act independently only if they are wider than the depletion layer, about 80~nm at this doping. Narrower ones share their band bending; if electrons then see the mean barrier and the mean transmission, the factor is only about 1.02. In an ordered film that conserves in-plane momentum, four of silicon's six valleys could be nearly blocked. Losing them altogether raises the resistivity 5.4 times and cuts the simple gain to about $3\times10^3$; a disordered film can mix the valleys and avoid part of this loss.

At rest the gap-state charge produces 0.09~MV/cm in the film. If 0.1~V fell entirely across it, the field would be 2~MV/cm, below the roughly 10~MV/cm at which good thick nitride breaks down, though that figure may not carry over to so thin a layer.

For a lightly doped contact with $\Delta$ well above break-even and few native defects, the useful aim is to bring the part of the barrier caused by gap-state charge down to about $kT\kappa/\kappa'$: close to $kT$ when $U$ is well above $\phi_p$, but only about $kT/2$ for $U=0.2$~eV. Pursuing the last few millielectronvolts of that part costs more in tunnelling than it returns.
